# Using a 633 nm quarter-wave plate at 532 nm: test program

```python
"""
Quarter-wave plate for 633 nm used at 532 nm, linear input at 45 degrees.
Result under test, for constant birefringence:
    delta = 90 deg * 633/532,   chi = 90 deg - delta/2,
with the major axis perpendicular to the input polarization.
delta : retardance, the phase lag of the slow axis y behind the fast axis x
chi   : ellipticity angle, tan|chi| = minor/major semi-axis;
        positive when the field turns from x towards y
psi   : angle of the linear input from x
Fields are the real part of (Jones vector) * exp(-i omega t).
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

design_nm, used_nm = 633.0, 532.0
n_fast, birefringence = 1.55, 0.0090      # rough values for quartz


def plate_output(psi_deg, thickness_nm, wavelength_nm, dn):
    """Propagate each component with its own refractive index."""
    psi = np.radians(psi_deg)
    indices = np.array([n_fast, n_fast + dn])
    phases = 2 * np.pi * indices * thickness_nm / wavelength_nm
    return np.array([np.cos(psi), np.sin(psi)]) * np.exp(1j * phases)


def trace_ellipse(jones):
    """Measure chi, azimuth and semi-axes from the field in time."""
    time = np.linspace(0, np.pi, 200001)
    ex, ey = [(c * np.exp(-1j * time)).real for c in jones]
    radius = np.hypot(ex, ey)
    top = np.argmax(radius)
    turn = np.sign(ex[0] * ey[1] - ey[0] * ex[1])
    chi = turn * np.degrees(np.arctan2(radius.min(), radius.max()))
    azimuth = np.degrees(np.arctan2(ey[top], ex[top])) % 180
    return chi, azimuth, radius.max(), radius.min()


def general_law(psi_deg, delta_deg):
    psi, delta = np.radians([psi_deg, delta_deg])
    chi = 0.5 * np.arcsin(np.sin(2 * psi) * np.sin(delta))
    azimuth = 0.5 * np.arctan2(np.sin(2 * psi) * np.cos(delta),
                               np.cos(2 * psi))
    return np.degrees(chi), np.degrees(azimuth) % 180


# Thickness from circular output at the design wavelength:
# analyzers at +45 and -45 degrees must then pass equal power.
def diagonal_imbalance(thickness_nm):
    ex, ey = plate_output(45, thickness_nm, design_nm, birefringence)
    return abs(ex + ey)**2 - abs(ex - ey)**2


half_wave_nm = design_nm / (2 * birefringence)
thickness = brentq(diagonal_imbalance, 1.0, half_wave_nm)
chi_design = trace_ellipse(
    plate_output(45, thickness, design_nm, birefringence))[0]
assert abs(chi_design - 45) < 1e-3

# Main result: propagated and traced field against the formulas.
delta = 90 * design_nm / used_nm
delta_rad = np.radians(delta)
chi = 90 - delta / 2
output = plate_output(45, thickness, used_nm, birefringence)
delta_propagated = np.degrees(np.angle(output[1] / output[0]))
chi_traced, azimuth_traced, major, minor = trace_ellipse(output)
assert abs(delta_propagated - delta) < 1e-6
assert abs(chi_traced - chi) < 1e-3
assert abs(azimuth_traced - 135) < 5e-3   # limited by the time step
assert abs(major - np.sin(delta_rad / 2)) < 1e-6
assert abs(minor - np.cos(delta_rad / 2)) < 1e-6

# General law on other input angles and retardances.
for psi_test, delta_test in [(45, 40), (30, 107), (70, 150), (20, 250)]:
    jones = np.array([np.cos(np.radians(psi_test)),
                      np.sin(np.radians(psi_test))
                      * np.exp(1j * np.radians(delta_test))])
    measured = trace_ellipse(jones)
    predicted = general_law(psi_test, delta_test)
    assert abs(measured[0] - predicted[0]) < 1e-3
    assert abs(measured[1] - predicted[1]) < 5e-3

# Rotating analyzer and projection on the wanted circular state.
angles = np.radians(np.arange(0, 180, 0.5))
power = abs(np.cos(angles) * output[0] + np.sin(angles) * output[1])**2
assert abs(power.max() - np.sin(delta_rad / 2)**2) < 1e-8
assert abs(power.min() - np.cos(delta_rad / 2)**2) < 1e-8
circular = np.array([1, 1j]) / np.sqrt(2)
circular_fraction = abs(np.vdot(circular, output))**2
assert abs(circular_fraction - (1 + np.sin(delta_rad)) / 2) < 1e-8

# Dispersion of the birefringence, rough size for quartz.
dispersion_rise = 0.016
dispersed = plate_output(45, thickness, used_nm,
                         birefringence * (1 + dispersion_rise))
delta_dispersed = np.degrees(np.angle(dispersed[1] / dispersed[0]))
chi_dispersed = trace_ellipse(dispersed)[0]
assert abs(chi_dispersed - (90 - delta_dispersed / 2)) < 1e-3


# Interference between the two faces of the plate.
def slab_transmission(phase, reflectance):
    return ((1 - reflectance) * np.exp(1j * phase)
            / (1 - reflectance * np.exp(2j * phase)))


bare_reflectance = ((n_fast - 1) / (n_fast + 1))**2
for phase in (0.3, 1.1, 2.5):
    forward, backward = np.exp(1j * phase), np.exp(-1j * phase)
    matching = np.array([
        [1, -1, -1, 0],
        [-1, -n_fast, n_fast, 0],
        [0, forward, backward, -1],
        [0, n_fast * forward, -n_fast * backward, -1]])
    solved = np.linalg.solve(matching, np.array([-1, -1, 0, 0]))
    assert abs(solved[3]
               - slab_transmission(phase, bare_reflectance)) < 1e-12


def fringe_range(reflectance):
    """Largest retardance change, and lowest and highest chi."""
    phase = np.linspace(0, np.pi, 4001)
    ex = slab_transmission(phase, reflectance)
    ey = slab_transmission(phase + delta_rad, reflectance)
    change = np.angle(ey / ex) - delta_rad
    s3 = 2 * (np.conj(ex) * ey).imag / (abs(ex)**2 + abs(ey)**2)
    chi_scan = np.degrees(0.5 * np.arcsin(s3))
    return abs(change).max(), chi_scan.min(), chi_scan.max()


coated_reflectance = 0.005
fringes = {}
for name, refl in (("bare", bare_reflectance),
                   ("coated", coated_reflectance)):
    fringes[name] = fringe_range(refl)
    first_order = 2 * refl * abs(np.sin(delta_rad))
    # the neglected terms of the reflection series are of order refl**2
    assert abs(fringes[name][0] - first_order) < 1.1 * refl**2

# Manufacturing error and temperature.
tolerance_design = 360 / 300
tolerance_used = tolerance_design * design_nm / used_nm
temperature_coefficient, temperature_change = -1e-4, 10.0
delta_temperature = delta * temperature_coefficient * temperature_change

# Tilt: normal wave-vector components in units of the vacuum value.
tilt_deg = 3.0
s = np.sin(np.radians(tilt_deg))
n_slow = n_fast + birefringence
kz_ordinary = np.sqrt(n_fast**2 - s**2)
kz_across = np.sqrt(n_slow**2 - s**2)
kz_along = n_slow * np.sqrt(1 - s**2 / n_fast**2)
# The optic axis is the slow axis, called the first axis here.
permittivity = np.diag([n_slow**2, n_fast**2, n_fast**2])
for k in ([0, s, kz_across], [s, 0, kz_along], [s, 0, kz_ordinary],
          [0, s, kz_ordinary]):
    k = np.array(k)
    wave_matrix = np.outer(k, k) - (k @ k) * np.eye(3) + permittivity
    assert abs(np.linalg.det(wave_matrix)) < 1e-10
tilt_across = delta * ((kz_across - kz_ordinary) / birefringence - 1)
tilt_along = delta * ((kz_along - kz_ordinary) / birefringence - 1)
assert tilt_across > 0 > tilt_along

# Input-angle error of one degree.
chi_misset, azimuth_misset = general_law(44, delta)

# Optical activity acting together with linear birefringence.
rotation_per_mm = 10.0
rotation = rotation_per_mm * thickness * 1e-6
sigma_z = np.diag([1, -1])
sigma_y = np.array([[0, -1j], [1j, 0]])
active_plate = expm(-0.5j * (delta_rad * sigma_z
                             + 2 * np.radians(rotation) * sigma_y))
active = trace_ellipse(active_plate @ np.array([1, 1]) / np.sqrt(2))
assert abs(active[0] - chi) < 0.05        # no first-order change of chi

print(f"design wavelength: {design_nm:.0f} nm")
print(f"wavelength of use: {used_nm:.0f} nm")
print(f"wavelength ratio: {design_nm / used_nm:.5f}")
print(f"rough index: {n_fast:.2f}")
print(f"rough birefringence: {birefringence:.4f}")
print(f"plate thickness: {thickness / 1000:.2f} um")
print(f"retardance at use: {delta:.2f} deg = {delta_rad:.4f} rad")
print(f"half the retardance: {delta / 2:.2f} deg")
print(f"major semi-axis (input amplitude 1): {major:.4f}")
print(f"minor semi-axis (input amplitude 1): {minor:.4f}")
print(f"axis ratio minor/major: {minor / major:.4f}")
print(f"ellipticity angle, formula: {chi:.2f} deg")
print(f"ellipticity angle, traced field: {chi_traced:.2f} deg")
print(f"major-axis azimuth, traced field: {azimuth_traced:.1f} deg")
print(f"sin(retardance): {np.sin(delta_rad):.4f}")
print(f"analyzer maximum, fraction of power: {power.max():.4f}")
print(f"analyzer minimum, fraction of power: {power.min():.4f}")
print(f"power in wanted circular state: {circular_fraction:.4f}")
print(f"rough dispersion rise: {100 * dispersion_rise:.1f} %")
print(f"retardance with dispersion: {delta_dispersed:.2f} deg")
print(f"ellipticity with dispersion: {chi_dispersed:.2f} deg")
print(f"ellipticity change, dispersion: {chi_dispersed - chi:.2f} deg")
for name, refl in (("bare", bare_reflectance),
                   ("coated", coated_reflectance)):
    ripple, low, high = fringes[name]
    print(f"{name} face reflectance: {100 * refl:.2f} %")
    print(f"{name}: largest retardance change: "
          f"{np.degrees(ripple):.2f} deg")
    print(f"{name}: ellipticity range: {low:.2f} to {high:.2f} deg")
print(f"plate tolerance at 633 nm: {tolerance_design:.2f} deg")
print(f"plate tolerance at 532 nm: {tolerance_used:.2f} deg")
print(f"ellipticity change, tolerance: +/-{tolerance_used / 2:.2f} deg")
print(f"temperature coefficient: {temperature_coefficient:.4f} per K")
print(f"temperature change: {temperature_change:.0f} K")
print(f"retardance change, temperature: {delta_temperature:.2f} deg")
print(f"tilt: {tilt_deg:.0f} deg")
print(f"retardance change, tilt plane across optic axis: "
      f"{tilt_across:.3f} deg")
print(f"retardance change, tilt plane along optic axis: "
      f"{tilt_along:.3f} deg")
print(f"ellipticity for input at 44 deg: {chi_misset:.2f} deg")
print(f"azimuth for input at 44 deg: {azimuth_misset:.2f} deg")
print(f"rough optical rotation: {rotation_per_mm:.0f} deg/mm")
print(f"optical rotation in plate: {rotation:.2f} deg")
print(f"ellipticity change, optical activity: "
      f"{abs(active[0] - chi):.3f} deg")
print(f"azimuth change, optical activity: {abs(active[1] - 135):.2f} deg")
print("done: every assertion held")
```

Running it gives:

```
design wavelength: 633 nm
wavelength of use: 532 nm
wavelength ratio: 1.18985
rough index: 1.55
rough birefringence: 0.0090
plate thickness: 17.58 um
retardance at use: 107.09 deg = 1.8690 rad
half the retardance: 53.54 deg
major semi-axis (input amplitude 1): 0.8043
minor semi-axis (input amplitude 1): 0.5942
axis ratio minor/major: 0.7388
ellipticity angle, formula: 36.46 deg
ellipticity angle, traced field: 36.46 deg
major-axis azimuth, traced field: 135.0 deg
sin(retardance): 0.9559
analyzer maximum, fraction of power: 0.6469
analyzer minimum, fraction of power: 0.3531
power in wanted circular state: 0.9779
rough dispersion rise: 1.6 %
retardance with dispersion: 108.80 deg
ellipticity with dispersion: 35.60 deg
ellipticity change, dispersion: -0.86 deg
bare face reflectance: 4.65 %
bare: largest retardance change: 5.16 deg
bare: ellipticity range: 33.94 to 39.04 deg
coated face reflectance: 0.50 %
coated: largest retardance change: 0.55 deg
coated: ellipticity range: 36.18 to 36.73 deg
plate tolerance at 633 nm: 1.20 deg
plate tolerance at 532 nm: 1.43 deg
ellipticity change, tolerance: +/-0.71 deg
temperature coefficient: -0.0001 per K
temperature change: 10 K
retardance change, temperature: -0.11 deg
tilt: 3 deg
retardance change, tilt plane across optic axis: 0.061 deg
retardance change, tilt plane along optic axis: -0.061 deg
ellipticity for input at 44 deg: 36.40 deg
azimuth for input at 44 deg: 138.39 deg
rough optical rotation: 10 deg/mm
optical rotation in plate: 0.18 deg
ellipticity change, optical activity: 0.001 deg
azimuth change, optical activity: 0.31 deg
done: every assertion held
```
